# Symmetry-resolved tunnelling from numerically degenerate Bloch states with character projectors

## 1. Two chains that a solver cannot tell apart

Take two orbitals per layer, \(x^2-y^2\) and \(xy\), in a metal lead stacked along \(z\). At in-plane wavevector \(\mathbf k_\parallel=0\) they do not couple. Let each have layer energy 0.1 eV and interlayer hopping −0.1 eV. At the Fermi level, \(E=0\), both obey

\[
0.1-0.2\cos\theta=0,\qquad \theta=k_zd=60^\circ ,
\]

where \(d\) is the layer spacing. The two Bloch states have the same \(k_z\), although no symmetry of the square lattice relates them. (With these equal parameters the lead blocks at \(\mathbf k_\parallel=0\) are also unchanged by a 45° rotation about \(z\), which turns one orbital into the other; the barrier below lacks this extra symmetry.) An eigenvalue solver may return any two independent combinations.

A barrier does distinguish the orbitals. In the example below, \(T_2=8.48\times10^{-13}\) for \(x^2-y^2\) and \(T_{2'}=1.39\times10^{-14}\) for \(xy\). Since the barrier does not mix them, a normalized combination with weight \(w\) on \(x^2-y^2\) transmits

\[
T(w)=wT_2+(1-w)T_{2'} .
\]

One solver run gave vectors with \(w=0.8886\) and \(0.1531\). Their transmissions were \(7.55\times10^{-13}\) and \(1.42\times10^{-13}\), and neither belongs to a channel. The weights add to 1.042 because the vectors are not orthogonal (overlap 0.21), so even the sum is 4% above \(T_2+T_{2'}\). The cure is to orthonormalize the degenerate space and split it by symmetry.

## 2. Projectors

Let \(G\) contain the operations that map every layer onto itself, preserve \(\mathbf k_\parallel\) and are symmetries of both leads, the barrier and the interfaces. This excludes the mirror \(z\to-z\), which reverses the stacking direction. In an orthonormal orbital basis, unitary matrices \(D(g)\) represent them. For an irreducible representation (irrep) \(\alpha\) of dimension \(d_\alpha\) and character \(\chi_\alpha\), define

\[
P_\alpha=\frac{d_\alpha}{|G|}\sum_g\chi_\alpha(g)^*D(g).
\]

To see what it does, form \(M=\sum_gD^\beta(g)XD^\alpha(g)^\dagger\) for any matrix \(X\). Relabelling the sum gives \(D^\beta(h)M=MD^\alpha(h)\). The kernel and image of \(M\) are therefore invariant, so irreducibility leaves \(M=0\) or \(M\) invertible, and the latter requires \(\beta=\alpha\). In that case \(M-c\mathbf 1\), with \(c\) an eigenvalue of \(M\), obeys the same relation but is singular, so it vanishes. The trace fixes \(c=|G|\,\mathrm{Tr}X/d_\alpha\). Choosing \(X\) with a single unit entry \((m,n)\) gives

\[
\sum_gD^\beta_{im}(g)D^\alpha_{jn}(g)^*=\frac{|G|}{d_\alpha}\delta_{\alpha\beta}\delta_{ij}\delta_{mn}.
\]

In a symmetry-adapted basis, \(D(g)|\beta m\rangle=\sum_iD^\beta_{im}(g)|\beta i\rangle\). With \(\chi_\alpha=\sum_jD^\alpha_{jj}\),

\[
P_\alpha|\beta m\rangle=\delta_{\alpha\beta}\sum_{i,j}\delta_{ij}\delta_{mj}|\beta i\rangle=\delta_{\alpha\beta}|\beta m\rangle .
\]

Thus \(P_\alpha P_\beta=\delta_{\alpha\beta}P_\alpha\) and \(\sum_\alpha P_\alpha=\mathbf 1\). Characters separate irreps; they separate neither the partners of a two-dimensional irrep nor repeated copies of one irrep.

For a square lattice at \(\mathbf k_\parallel=0\), \(G=C_{4v}\):

| irrep | \(E\) | \(2C_4\) | \(C_2\) | \(2\sigma_v\) | \(2\sigma_d\) | orbitals |
|---|---|---|---|---|---|---|
| Δ1 | 1 | 1 | 1 | 1 | 1 | \(s,z^2\) |
| Δ1′ | 1 | 1 | 1 | −1 | −1 | none here |
| Δ2 | 1 | −1 | 1 | 1 | −1 | \(x^2-y^2\) |
| Δ2′ | 1 | −1 | 1 | −1 | 1 | \(xy\) |
| Δ5 | 2 | 0 | −2 | 0 | 0 | \(xz,yz\) |

The orbital axes need not follow the crystal axes. Write a d orbital as \(\hat r\cdot Q_i\hat r\), with \(Q_i\) symmetric, traceless and \(\mathrm{Tr}\,Q_iQ_j=\delta_{ij}\). Rotation by \(R\) replaces \(\hat r\) by \(R^{-1}\hat r\), hence \(Q_j\) by \(RQ_jR^T\), and \(D_{ij}(R)=\mathrm{Tr}(Q_iRQ_jR^T)\).

## 3. Lead modes with unit flux

Let \(H_0\) be the layer Hamiltonian and \(H_1\) the coupling from layer \(n\) to \(n+1\). A wave \(\psi_n=\lambda^nu\) satisfies

\[
\left[H_0-E+\lambda H_1+\lambda^{-1}H_1^\dagger\right]u=0 .
\]

For invertible \(H_1\) this is an ordinary eigenvalue problem for the pair \((u,\lambda u)\):

\[
\begin{pmatrix}0&1\\-H_1^{-1}H_1^\dagger&-H_1^{-1}(H_0-E)\end{pmatrix}
\begin{pmatrix}u\\\lambda u\end{pmatrix}=\lambda\begin{pmatrix}u\\\lambda u\end{pmatrix}.
\]

Since \(D(g)\) commutes with \(H_0\) and \(H_1\), \(D(g)u\) is a solution with the same \(\lambda\). The whole solution space at one \(\lambda\) is therefore invariant under \(P_\alpha\). If the orthonormal columns of \(B\) span it, then \(P_\alpha B=BS_\alpha\) with \(S_\alpha=B^\dagger P_\alpha B\), and

\[
S_\alpha^2=B^\dagger P_\alpha BS_\alpha=B^\dagger P_\alpha^2B=S_\alpha .
\]

The eigenvalues of \(S_\alpha\) are 0 or 1, and the eigenvectors with eigenvalue 1 give the part in irrep \(\alpha\). An intermediate value means that the cluster is incomplete or the symmetry is absent.

For the flux, take two solutions \(\psi,\phi\) at the same real energy. Multiply the equation for \(\phi_n\) by \(\psi_n^\dagger\), the adjoint equation for \(\psi_n\) by \(\phi_n\), and subtract. The \(H_0-E\) terms cancel, which shows that

\[
J_n=i\left(\psi_n^\dagger H_1\phi_{n+1}-\psi_{n+1}^\dagger H_1^\dagger\phi_n\right)
\]

does not depend on \(n\). For Bloch waves \(J_n\propto(\lambda_\psi^*\lambda_\phi)^n\), so it vanishes unless \(\lambda_\psi^*\lambda_\phi=1\). Propagating waves with different \(\lambda\) carry no cross flux, nor do a propagating and an evanescent wave. At equal \(\lambda\) on the unit circle, \(J=u_\psi^\dagger Vu_\phi\) with

\[
V=i(\lambda H_1-\lambda^{-1}H_1^\dagger)=\frac{dH(\theta)}{d\theta},\qquad \lambda=e^{i\theta}.
\]

\(V\) commutes with \(P_\alpha\), so it can be diagonalized inside each irrep. Its eigenvalue \(v\) has the sign of the group velocity, and division by \(\sqrt{|v|}\) gives unit flux.

## 4. Matching and the sum rule

Layers \(1,\dots,N\) form the barrier; layers 0 and \(N+1\) belong to the leads. Collect the left-going or left-decaying vectors of the left lead in \(U_-\), and the right-going or right-decaying vectors of the right lead in \(U_+\). With their factors in diagonal matrices \(\Lambda_\pm\), set

\[
F_L=U_-\Lambda_-^{-1}U_-^{-1},\qquad F_R=U_+\Lambda_+U_+^{-1}.
\]

An incoming wave \(u\) plus reflection gives \(\psi_{-1}=\lambda^{-1}u+F_L(\psi_0-u)\). Inserting this in the equation for layer 0, with contact coupling \(H_c\), yields

\[
(E-H_0-H_1^\dagger F_L)\psi_0-H_c\psi_1=H_1^\dagger(\lambda^{-1}-F_L)u .
\]

On the right, \(\psi_{N+2}=F_R\psi_{N+1}\) adds \(H_1F_R\) to the last layer. After solving the finite system, \(\psi_{N+1}=U_+a\); the propagating entries of \(a\) are the amplitudes \(t_{ij}\).

Now let \(P_\alpha u=u\). Symmetry maps each outgoing set onto itself, so \(F_L\) and \(F_R\) commute with \(P_\alpha\), as do all other blocks. Applying \(1-P_\alpha\) to the linear system removes the source. If the system is nonsingular, \((1-P_\alpha)\psi=0\) in every layer, and amplitudes in other irreps vanish. With

\[
T_{\beta\alpha}=\sum_{i\in\beta,\,j\in\alpha}|t_{ij}|^2,
\]

the result is \(T_{\beta\alpha}=0\) for \(\beta\ne\alpha\) and \(T=\sum_\alpha T_{\alpha\alpha}\).

The sum over all blocks equals \(T\) by completeness, with or without symmetry. The evidence for symmetry channels is that the off-diagonal blocks vanish.

## 5. The total without modes

An independent total uses surface Green functions \(g_{L,R}\) of the isolated leads. Eliminating the leads gives

\[
\Sigma_L=H_c^\dagger g_LH_c,\quad \Sigma_R=H_cg_RH_c^\dagger,\quad \mathcal G=(E-H_B-\Sigma_L-\Sigma_R)^{-1}.
\]

A state \(\phi\) of the isolated left lead drives \(\psi_N=\mathcal G_{N1}H_c^\dagger\phi_0\). The flux it sends right is \(\psi_N^\dagger\Gamma_R\psi_N/\hbar\), with \(\Gamma=i(\Sigma-\Sigma^\dagger)\). The lead states at energy \(E\) sum to \(2\pi\sum\phi_0\phi_0^\dagger\delta(E-E_\phi)=i(g_L-g_L^\dagger)\). Each unit-flux channel carries \(dE/2\pi\hbar\) particles per second, so multiplying the summed flux by \(2\pi\hbar\) gives

\[
T=\mathrm{Tr}\left(\Gamma_R\mathcal G_{N1}\Gamma_L\mathcal G_{N1}^\dagger\right).
\]

Flux conservation makes the scattering matrix unitary, so the total from right to left is the same.

The surface function comes from decimation. Start with \(\varepsilon_s=\varepsilon=H_0\), \(A=H_1\), \(C=H_1^\dagger\), \(z=E+i\eta\). Eliminating every second layer, with \(g=(z-\varepsilon)^{-1}\), gives

\[
\varepsilon_s\to\varepsilon_s+AgC,\quad \varepsilon\to\varepsilon+AgC+CgA,\quad A\to AgA,\quad C\to CgC .
\]

All right-hand sides use the old values. When \(A\) and \(C\) are negligible, \(g_R=(z-\varepsilon_s)^{-1}\); exchanging \(H_1\) and \(H_1^\dagger\) gives \(g_L\).

**One-orbital limit.** Let the barrier have layer energy \(b\), hopping \(t_b\), and \(\sigma=\mathrm{sign}(E-b)\). The determinant \(D_m\) of \(m\) isolated sites obeys \(D_m=(E-b)D_{m-1}-t_b^2D_{m-2}\), so

\[
D_m=(\sigma|t_b|)^m\frac{\sinh[(m+1)\kappa]}{\sinh\kappa},\qquad 2\cosh\kappa=\left|\frac{E-b}{t_b}\right| .
\]

The corner element is \(\mathcal G_{N1}=t_b^{N-1}/[D_N-(\Sigma_L+\Sigma_R)D_{N-1}+\Sigma_L\Sigma_RD_{N-2}]\). For \(N\ge2\) and \(e^{-2\kappa(N-1)}\ll1\), successive determinants have ratio \(D_{m-1}/D_m\simeq\rho=\sigma q/|t_b|\), with \(q=e^{-\kappa}\), and the denominator factorizes:

\[
T\simeq\frac{\Gamma_L\Gamma_R(1-q^2)^2q^{2N}}{t_b^2\,|1-\rho\Sigma_L|^2|1-\rho\Sigma_R|^2}.
\]

For a lead chain of energy \(B\) and hopping \(t\), \(g=[c-i\,\mathrm{sign}(t)\sqrt{1-c^2}]/t\) with \(c=(E-B)/2t\). The sign makes \(\mathrm{Im}\,g<0\).

## 6. Procedure

```
check P[a]P[b] = delta_ab P[a]; sum P = 1; [P, H blocks] = 0
for each lead:
    solve companion problem for lambda, u
    put |lambda| != 1 into decaying sets by direction
    group |lambda| = 1 states with equal lambda
    for each group:
        B = orthonormal basis of its span
        for each irrep a:
            keep eigenvectors of B^H P[a] B with value 1
            stop if a value is neither 0 nor 1
            diagonalize V there; divide by sqrt|v|; sort by sign v
solve the junction for every incoming mode
expand last layer in outgoing modes; sum |t|^2 by irrep
compare diagonal sum with the Green-function total
```

**Cost.** With \(n\) orbitals per layer, the mode problem is a dense \(2n\times2n\) diagonalization, of order \(n^3\). A dense junction solve costs order \([(N+2)n]^3\); block elimination reduces this to order \(Nn^3\). Decimation doubles the eliminated length at each step, so the number of steps grows as \(\log_2(|v|/\eta)\), plus a few more to reach a tight tolerance.

**Stability.** Too small a grouping tolerance leaves degenerate vectors ungrouped. The 0-or-1 condition detects this if a vector mixes irreps, but not if two nonorthogonal vectors both lie in Δ5; the comparison with the Green-function total can expose that case when the leads differ, but with identical leads the errors can cancel. A direct check is that \(u_i^\dagger Vu_j=0\) for different modes at the same \(\lambda\). Too large a tolerance merges distinct \(\lambda\); the projectors may still separate the irreps, but the averaged \(\lambda\) is wrong. At a band edge \(v\to0\) and normalization fails. A singular \(H_1\) requires a generalized eigenproblem in place of the inverse.

## 7. Worked junction

The model uses round parameters on a simple stacked square lattice and is not fitted to a material. It imitates Fe/MgO/Fe at \(\mathbf k_\parallel=0\) in two respects: at the Fermi level Δ1 states propagate only for majority spin, and Δ1 decays most slowly in the barrier. Energies at \(\mathbf k_\parallel=0\), in eV:

| layer energy | \(s\) | \(z^2\) | \(x^2-y^2\) | \(xy\) | \(xz,yz\) |
|---|---|---|---|---|---|
| lead ↑ | 5 | −0.2 | −1.9 | −1.9 | −1 |
| lead ↓ | 5 | 1.8 | 0.1 | 0.1 | 1 |
| barrier | 8 | 10 | 8 | 12 | −6 |

The hoppings \((ss\sigma,sd\sigma,dd\sigma,dd\pi,dd\delta)\) are (−1, −0.4, −0.7, 0.6, −0.1) eV in the lead and (−2.5, −1, −1, 0.8, −0.4) eV in the barrier; contacts take the mean. Along \(z\), \(sd\sigma\) couples \(s\) to \(z^2\), \(dd\pi\) acts on \(xz,yz\), and \(dd\delta\) on \(xy,x^2-y^2\). Five barrier layers of 0.21 nm make 1.05 nm. Orbital axes were tilted in the calculation, so the solver met dense matrices.

For Δ2, \(\cosh\kappa=8/0.8=10\), so \(\kappa=2.993\) per layer, or 14.3 nm⁻¹. The contact hopping is −0.25 eV and \(c=0.5\), giving \(\Sigma=0.0625(0.5+0.866i)/(-0.1)=-0.313-0.541i\) eV and \(\Gamma=1.083\) eV. With \(q=0.05013\) and \(\rho=-0.1253\) eV⁻¹, \(|1-\rho\Sigma|^2=0.928\), and

\[
T_2\simeq\frac{(1.083)^2(0.9975)^2(0.05013)^{10}}{(0.4)^2(0.928)^2}\approx8.5\times10^{-13}.
\]

The decay constants of Δ1, Δ5 and Δ2′ are 4.07, 9.51 and 16.2 nm⁻¹. With the leads fixed, one more layer multiplies the thick-barrier Δ1 transmission by \(e^{-2(4.07)(0.21)}=0.18\) and that of Δ5 by 0.018.

| spin, left–right | channel transmissions |
|---|---|
| ↑↑ | Δ1: \(8.76\times10^{-5}\); Δ5: \(8.42\times10^{-9}\) |
| ↓↓ | Δ5: \(3.35\times10^{-9}\); Δ2: \(8.48\times10^{-13}\); Δ2′: \(1.39\times10^{-14}\) |
| ↑↓ and ↓↑, each | Δ5: \(5.31\times10^{-9}\) |

To compare the two algorithms, more digits are useful. The ↑↑ channel sum and Green-function total are both \(8.764375\times10^{-5}\); for ↓↓ both are \(3.347967\times10^{-9}\). For ↑↓ they are \(5.309\times10^{-9}\) and \(5.311\times10^{-9}\), a difference of 0.04% of the total. A likely cause is \(\eta=10^{-8}\) eV, which gives the minority lead a spurious Δ1 density of states.

The Δ5 values show the factorization of Section 5: \(\sqrt{8.42\times3.35}=5.31\). Here Δ5 is one copy of a two-dimensional irrep, and its partners contribute equally because \(C_4\) exchanges them.

Parallel alignment gives \(T_P=8.76\times10^{-5}\), summed over spin; antiparallel gives \(T_{AP}=1.06\times10^{-8}\). The ratio \((T_P-T_{AP})/T_{AP}\) is about 8300 at this one wavevector. Majority Δ1 electrons find no propagating Δ1 state in the minority lead.

## 8. When the labels fail

Add a 0.5 eV coupling between \(s\) and \(x^2-y^2\) in every barrier layer, which breaks the fourfold symmetry. For ↑↓, the diagonal sum remains \(5.31\times10^{-9}\), but the total rises to \(3.29\times10^{-7}\). The missing part is Δ1 to Δ2, \(3.23\times10^{-7}\). The sum over all blocks still agrees with the total.

Moving to \(k_xa=0.3\), with \(a=0.29\) nm, also removes \(C_4\). In-plane hopping then mixes \(x^2-y^2\) with \(s\) and \(z^2\). The largest weight outside a minority mode's dominant irrep is only \(7\times10^{-4}\), yet \(T_{AP}\) rises to \(3.2\times10^{-7}\), thirty times its value at \(\mathbf k_\parallel=0\). The slow Δ1 decay makes a small admixture a plausible cause; the separate mode contributions were not computed.

Other neglected effects, each at \(\mathbf k_\parallel=0\) with the rest held fixed:

- **Spin-orbit coupling** of 0.05 eV in the leads, with the magnetization along \(z\), raises \(T_{AP}\) to \(8.0\times10^{-6}\), by a factor of 750, and reduces the ratio to about 10. It can connect \(z^2\) of one spin to \(xz,yz\) of the other, so the spin-separated \(C_{4v}\) labels no longer apply. With the magnetization in the plane of the layers the factor is about 330. The size of the rise also depends on the model's low minority Δ1 edge: with that edge about 1 eV above the Fermi level, the factor is roughly ten times smaller. None of these factors should be carried over to a real electrode.
- **Thermal smearing** at 300 K raises \(T_{AP}\) to \(1.8\times10^{-7}\). The minority Δ1 band starts 0.174 eV above the Fermi level, or \(6.7k_BT\). Its Fermi tail, \(1.2\times10^{-3}\), times the ↑↑ Δ1 transmission and two spin paths gives \(2\times10^{-7}\), the right size. This rise is specific to the model's low band edge: with an edge 1 eV above the Fermi level the tail would be negligible at 300 K. It should not be carried over to a real electrode without that electrode's own band edge.
- **A bias** of 0.1 V, dropped linearly over the barrier, changes \(T_P\) by −0.1% and \(T_{AP}\) by −0.6% at the midpoint energy. The small change in \(T_{AP}\) is a cancellation: its two spin paths change by about +22% and −23%.

A device averages over \(\mathbf k_\parallel\). On a 20×20 midpoint mesh over one quadrant of the zone (the others are equivalent by symmetry), \(\bar T_P=4.75\times10^{-6}\), so the resistance–area product is

\[
RA=\frac{a^2h}{e^2\bar T_P}\approx460\ \Omega\,\mu\mathrm m^2 .
\]

A 12×12 mesh gives the same value. The antiparallel average is not converged: it changes from \(4.6\times10^{-8}\) to \(2.0\times10^{-8}\), and the resistance ratio from about 100 to 240. Finer meshes (33×33 to 100×100) leave \(RA\) unchanged but still scatter in the antiparallel average, from \(1.3\times10^{-8}\) to \(1.8\times10^{-8}\), with ratios from about 270 to 360. These ratios show only a rough scale.

In real Fe/MgO junctions Δ1 is likewise the slowly decaying channel, but magnetoresistance is roughly a few hundred percent at room temperature, far below the zone-averaged ratios above. Barriers near 1 nm often have \(RA\) of order 10 Ω µm², so the model value is high. Too wide a gap is not the reason: the model's barrier gap at \(\mathbf k_\parallel=0\), from −4.40 to 2.30 eV, is 6.7 eV. At \(k_xa=\pi\), \(k_y=0\), in-plane hopping raises the \(yz\) level by \(4\times0.4=1.6\) eV and the valence edge to −2.8 eV, so the gap over the whole zone is at most 5.1 eV, against nearly 8 eV for bulk MgO. At fixed thickness, \(RA\) in this model is sensitive to the height of the Δ1 conduction edge above the Fermi level and to the contact hoppings, but hardly to the valence edge. Lowering the barrier's \(s\) and \(z^2\) levels by 1 eV reduces \(RA\) about fourfold, and raising all contact hoppings by 40% reduces it nearly as much; shifting the \(xz,yz\) levels by 1 eV either way changes it by less than 10%. This insensitivity is built into the model: with bonds only along the axes, \(xz\) and \(yz\) couple to no other orbital at any wavevector, so the valence band cannot affect the Δ1 decay. It does not carry over to MgO, where the evanescent Δ1 branch joins oxygen \(p_z\) valence states to the conduction band and both edges matter. Real interfaces also break the assumed in-plane periodicity and symmetry. The uniform 0.5 eV distortion above raised each antiparallel path 62-fold at \(\mathbf k_\parallel=0\), which indicates the sensitivity but does not predict the effect of random disorder.
